# Neutron scattering by crystal-field levels: line intensities and sum rule, part 3

Unpolarised neutrons scatter magnetically from an ion with one multiplet \(|JM\rangle\) (quantum numbers \(L,S,J\); units of \(\hbar\)). The crystal field \(H\) has states \(|n\rangle\), energies \(E_n\), weights \(p_n=e^{-\beta E_n}/Z\), \(\beta=1/k_BT\), and levels \(a,b\) with projectors \(P_a\). Neutrons go from \(\mathbf k,E\) to \(\mathbf k',E'\) at angle \(2\theta\); \(\mathbf Q=\mathbf k-\mathbf k'\), \(\varepsilon=E-E'\).

For electrons \(\mathbf r_i,\mathbf p_i,\mathbf s_i\) with field \(\mathbf B\),
\[
\mathbf B(\mathbf Q)=-\mu_0\mu_B\mathbf D(\mathbf Q),\qquad
\mathbf D(\mathbf Q)=\sum_i\Big[2\,\mathbf s_{i\perp}e^{i\mathbf Q\cdot\mathbf r_i}-\frac{2i}{\hbar Q}\,e^{i\mathbf Q\cdot\mathbf r_i}\,\hat{\mathbf Q}\times\mathbf p_i\Big].\tag{3}
\]
\[
\mathbf D^{(1)}=2\langle j_0\rangle\mathbf S_\perp+(\langle j_0\rangle+\langle j_2\rangle)\mathbf L_\perp-\langle j_2\rangle\mathbf T_\perp.\tag{6}
\]
Here \(\langle j_K\rangle=\int R^2j_K(Qr)\,r^2dr\), \(\mathbf T=\sum_i[\mathbf s_i-3\hat{\mathbf r}_i(\hat{\mathbf r}_i\cdot\mathbf s_i)]=\tau\mathbf J\), and \(\mathbf D^{(1)}=gF_1\mathbf J_\perp\) with Landé factor \(g\). The dipole ("usual") form factor is \(F\):
\[
F(Q)=\langle j_0\rangle+\frac{2-g}{g}\langle j_2\rangle,\qquad F_1(Q)=\langle j_0\rangle+\frac{2-g-\tau}{g}\langle j_2\rangle .\tag{7}
\]
For \(f^1\), \(j=5/2\), the coefficients are \(\tfrac43\) and \(\tfrac85\); the leading relative powder error of \(F\) is \(-\tfrac8{15}\langle j_2\rangle\).

With \(b=\gamma r_0m_n/m_p\) and lattice factor \(e^{-2W}\),
\[
\frac{d^2\sigma}{d\Omega\,dE'}=b^2\,\frac{k'}{k}\Big[\frac g2F(Q)\Big]^2e^{-2W}\,\mathcal S(\hat{\mathbf Q},\varepsilon),\tag{8}
\]
where \(\mathcal S\) has lines of weight \(w_{a\to b}\), built from \(w_{\alpha\alpha}=(e^{-\beta E_a}/Z)\mathrm{Tr}[P_aJ_\alpha P_bJ_\alpha]\): \(2w_{xx}\) for \(\mathbf Q\parallel c\), \(w_{xx}+w_{zz}\) for \(\mathbf Q\parallel a\) (fourfold \(c\parallel z\)). Powder weights are \(\tfrac23\sum p_n\) times
\[
\sum_\alpha|\langle m|J_\alpha|n\rangle|^2=|\langle m|J_z|n\rangle|^2+\tfrac12|\langle m|J_+|n\rangle|^2+\tfrac12|\langle m|J_-|n\rangle|^2.\tag{12}
\]
Detailed balance and the raw powder gain/loss ratio (\(e^{-2W}=1\)) are
\[
\mathcal S(\hat{\mathbf Q},-\varepsilon)=e^{-\beta\varepsilon}\,\mathcal S(\hat{\mathbf Q},\varepsilon),\qquad w_{b\to a}=e^{-\beta(E_b-E_a)}\,w_{a\to b}.\tag{13}
\]
\[
e^{-\beta\varepsilon}\;\frac{k'_{\rm gain}}{k'_{\rm loss}}\;\frac{F^2(Q_{\rm gain})}{F^2(Q_{\rm loss})}\tag{14}
\]
Gaussian resolution \(\sigma_r\) brings a shift \(\beta\sigma_r^2\) and factor \(e^{\beta^2\sigma_r^2/2}\). The crystal and powder sum rules are
\[
\int d\varepsilon\,\mathcal S(\hat{\mathbf Q},\varepsilon)=\sum_{\alpha\beta}(\delta_{\alpha\beta}-\hat Q_\alpha\hat Q_\beta)\langle J_\alpha J_\beta\rangle=J(J+1)-\langle(\hat{\mathbf Q}\cdot\mathbf J)^2\rangle .\tag{16}
\]
\[
\int d\varepsilon\,\mathcal S_{\rm pow}(\varepsilon)=\sum_aw_{a\to a}+\sum_{a\ne b}w_{a\to b}=\tfrac23J(J+1).\tag{17}
\]

Two limits show the range of the partition. For \(H=0\) there is one level, and the whole weight is elastic paramagnetic scattering. For an ion with integer \(J\) and a non-degenerate ground state in zero field, time reversal maps the state onto itself up to a phase while reversing \(\mathbf J\), so \(\langle n|\mathbf J|n\rangle=0\), and at \(T\to0\) the whole weight is inelastic.

The value \(\tfrac23J(J+1)\) counts transitions inside the multiplet only. At \(Q\to0\) the operator is \(\mathbf L+2\mathbf S=\mathbf J+\mathbf S\), which also connects \(J\) to \(J\pm1\). Closure over all multiplets of the term gives, with \(2\mathbf J\cdot\mathbf S=\mathbf J^2+\mathbf S^2-\mathbf L^2\),
\[
\langle(\mathbf L+2\mathbf S)^2\rangle=\langle\mathbf J^2+\mathbf S^2+2\mathbf J\cdot\mathbf S\rangle=2J(J+1)+2S(S+1)-L(L+1).
\]
For \(f^1\), \(j=5/2\), this is \(17.5+1.5-12=7\), while the multiplet holds \(g^2J(J+1)=6.42857\); the remaining share \(1-6.42857/7=0.0816\) of the total lies in the transition to \(j=7/2\) at the spin-orbit energy. If the crystal field is strong enough to mix multiplets, as for d ions or for f ions with close multiplets, \(gF\mathbf J_\perp\) must be replaced by the operator \(\mathbf D\) of (3) acting in the larger space, of which (6) is only the rank-1 part, and (17) fails. The rule also requires every line to be counted: lines with \(\varepsilon>E\) are kinematically closed, and each observed line must first be divided by its own \(b^2(k'/k)(gF/2)^2e^{-2W}\). If the ions interact, the terms joining different sites in general no longer vanish and the lines can disperse. These terms carry phases \(e^{i\mathbf Q\cdot(\mathbf R-\mathbf R')}\), which on a Bravais lattice average to zero over a Brillouin zone, so it is the zone-averaged trace \(\sum_\alpha\langle J_\alpha J_\alpha\rangle\) that equals \(J(J+1)\), and in general no rule of the form (17) holds at a single \(\mathbf Q\); it is approached at each \(\mathbf Q\) only when the intersite correlations become negligible, as for \(k_BT\) far above the interactions.

As an example take a \(4f^1\) ion in its \(J=5/2\) multiplet, with \(g=6/7\), so that \(\tfrac23J(J+1)=35/6=5.83333\). All other parameters are round model values. The crystal field is tetragonal, \(H=B_2^0O_2^0+B_4^0O_4^0+B_4^4O_4^4\), with the Stevens operators, for \(X=J(J+1)\),
\[
O_2^0=3J_z^2-X,\quad O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X,\quad O_4^4=\tfrac12(J_+^4+J_-^4),
\]
and \(B_2^0=1\), \(B_4^0=0.05\), \(B_4^4=0.2\) meV. For \(|M|=\tfrac52,\tfrac32,\tfrac12\) the operator \(O_2^0\) has the values \(10,-2,-8\) and \(O_4^0\) has \(60,-180,120\). The ladder elements \(\sqrt{X-M(M+1)}\) from \(M=-\tfrac52\) upward are \(\sqrt5,\sqrt8,3,\sqrt8,\sqrt5\), so \(\langle\tfrac52|O_4^4|{-\tfrac32}\rangle=\tfrac12\sqrt8\cdot3\cdot\sqrt8\cdot\sqrt5=12\sqrt5\), and the same value joins \(-\tfrac52\) with \(\tfrac32\). The diagonal energies are \(10+3=13\), \(-2-9=-11\) and \(-8+6=-2\) meV. The states \(|\pm\tfrac12\rangle\) are unmixed. The pair \(|\tfrac52\rangle,|{-\tfrac32}\rangle\) has the centre 1 meV, the half gap \(\Delta=12\) meV and the mixing \(v=12\sqrt5\,B_4^4=5.3666\) meV, so its eigenvalues are \(1\pm\rho\) with \(\rho^2=\Delta^2+v^2=144+28.8=172.8\) meV\(^2\) and \(\rho=13.1453\) meV. Measured from the lowest, the three Kramers doublets lie at 0, \(-2-(1-\rho)=10.1453\) meV (117.7 K) and \(2\rho=26.2907\) meV (305.1 K). They are labelled 0, 1, 2:
\[
|0\pm\rangle=a|\pm\tfrac52\rangle+b'|\mp\tfrac32\rangle,\qquad|1\pm\rangle=|\pm\tfrac12\rangle,\qquad|2\pm\rangle=b'|\pm\tfrac52\rangle-a|\mp\tfrac32\rangle .
\]
The eigenvalue equation \((\Delta+\rho)a+vb'=0\) gives \(a^2/b'^2=v^2/(\rho+\Delta)^2=(\rho-\Delta)/(\rho+\Delta)\), so \(a^2=\tfrac12(1-\Delta/\rho)=0.04356\), \(b'^2=0.95644\), and \(a^2b'^2=v^2/4\rho^2=28.8/691.2=1/24\), whence \((a^2-b'^2)^2=1-4a^2b'^2=5/6\).

Formula (12) is applied to \(|0+\rangle\); the partner \(|0-\rangle\) gives the same sums, and each has half the population of the level. The operator \(J_z\) gives \(\langle0+|J_z|0+\rangle=\tfrac52a^2-\tfrac32b'^2\) and \(\langle2+|J_z|0+\rangle=\tfrac52ab'+\tfrac32ab'=4ab'\). The raising operator gives \(J_+|0+\rangle=\sqrt8\,b'|{-\tfrac12}\rangle\). The lowering operator gives \(J_-|0+\rangle=\sqrt5\,(a|\tfrac32\rangle+b'|{-\tfrac52}\rangle)\), with overlaps \(2\sqrt5\,ab'\) on \(|0-\rangle\) and \(\sqrt5(b'^2-a^2)\) on \(|2-\rangle\). At \(T\to0\) the powder weights are
\[
w_{0\to0}=\tfrac23\big[\tfrac14(5a^2-3b'^2)^2+10a^2b'^2\big]=\tfrac23\,[1.7576+0.4167]=1.4495,
\]
\[
w_{0\to1}=\tfrac23\cdot4b'^2=2.5505,\qquad w_{0\to2}=\tfrac23\big[16a^2b'^2+\tfrac52(a^2-b'^2)^2\big]=\tfrac23\big[\tfrac23+\tfrac{25}{12}\big]=1.8333 .
\]
Their sum is 5.8333. This holds for any mixing: with \(u=a^2\), the brackets add to \((16u^2-12u+\tfrac94)+26u(1-u)+4(1-u)+(10u^2-10u+\tfrac52)\), in which the terms in \(u^2\) and in \(u\) cancel and \(35/4\) remains. The same formulas cover the cubic case \(B_2^0=0\), \(B_4^4=5B_4^0\). There \(\Delta=120B_4^0\), \(v=60\sqrt5B_4^0\), \(\rho=180B_4^0\) and the centre is \(-60B_4^0\), so the upper eigenvalue \(120B_4^0\) coincides with that of \(|\pm\tfrac12\rangle\): a \(\Gamma_8\) quartet lies \(360B_4^0\) above the \(\Gamma_7\) doublet, 18 meV for \(B_4^0=0.05\) meV. With \(a^2=\tfrac16\) the elastic weight is \(\tfrac23(\tfrac{25}{36}+\tfrac{50}{36})=\tfrac{25}{18}=1.38889\) and the inelastic weight is \(\tfrac23(\tfrac{10}3+\tfrac{20}9+\tfrac{10}9)=\tfrac{40}9=4.44444\), again with the sum \(35/6\).

At 10 K, \(k_BT=0.8617\) meV and the ground doublet holds 0.99999 of the population; the elastic, loss and gain weights of the tetragonal model are 1.44952, 4.38380 and 0.00002. At 100 K, \(k_BT=8.6173\) meV, the Boltzmann factors of levels 1 and 2 are 0.30810 and 0.04732, and dividing by \(1+0.30810+0.04732\) gives the populations 0.73778, 0.22731 and 0.03491. The lines from level 0 are scaled by its population, for instance \(w_{0\to1}=0.73778\times2.55049=1.8817\), and (13) gives \(w_{1\to0}=0.30810\times1.8817=0.5798\). From \(|\tfrac12\rangle\), \(J_z\) and \(J_-\) give the elastic sum \(\tfrac14+\tfrac92\), so \(w_{1\to1}=0.22731\times\tfrac23\times4.75=0.7198\), while \(J_+|\tfrac12\rangle=\sqrt8|\tfrac32\rangle\) gives \(w_{1\to2}=0.22731\times\tfrac23\times4a^2=0.0264\), a weak line at 16.145 meV. The totals are elastic 1.92482, loss 3.26070 and gain 0.64781, which add to 5.83333 as at 10 K.

The single crystal does not in general give 35/6; the total depends on the angle between \(\mathbf Q\) and \(c\). In the ground doublet \(\langle J_z^2\rangle=\tfrac{25}4a^2+\tfrac94b'^2=\tfrac94+4a^2=2.42426\); at 10 K the small population of level 1 lowers the thermal value to 2.42424, and \(\langle J_x^2\rangle=\tfrac12(8.75-2.4242)=3.1629\), so by (16) the totals at 10 K are \(8.75-2.4242=6.3258\) for \(\mathbf Q\parallel c\) and \(8.75-3.1629=5.5871\) for \(\mathbf Q\parallel a\); the combination \((6.3258+2\times5.5871)/3\) restores 5.8333. The line \(0\to1\) is carried by \(J_\pm\) alone, so \(w_{zz}=0\) and it is twice as strong along \(c\) as along \(a\), 3.8257 against 1.9129. On heating to 100 K the totals move away from the isotropic value, to 6.6925 and 5.4037, although they must return to it at high temperature. The reason is that the first level to be populated is \(|\pm\tfrac12\rangle\), with \(J_z^2=\tfrac14\), while level 2 has \(\tfrac{25}4-4a^2=6.0757\) but little population:
\[
\langle J_z^2\rangle=0.73778\times2.4243+0.22731\times0.25+0.03491\times6.0757=2.0575,
\]
which is further below the isotropic value \(35/12\) than at 10 K.

The absolute scale of the powder cross section is \(b^2(g/2)^2\cdot\tfrac{35}6=0.29141\times0.18367\times5.83333=0.3122\) barn/sr, the energy-integrated value in the limit \(F=1\), \(k'/k=1\); multiplied by \(4\pi\) it is 3.92 barn. For finite \(Q\) the radial function is modelled as \(R\propto r^3e^{-\zeta r}\) with \(\zeta=8\) Å\(^{-1}\), for which \(\langle r^2\rangle=\int r^{10}e^{-2\zeta r}dr/\int r^8e^{-2\zeta r}dr=10\cdot9/(2\zeta)^2=0.35156\) Å\(^2\), and \(e^{-2W}=1\). Take \(E=50\) meV, \(2\theta=10^\circ\) and \(T=100\) K. With \(\hbar^2/2m_n=2.07212\) meV Å\(^2\), \(k=\sqrt{50/2.07212}=4.9122\) Å\(^{-1}\). For the line \(0\to1\), \(k'/k=\sqrt{(50-10.145)/50}=0.8928\) and \(Q=k\,[1+0.8928^2-2\times0.8928\cos10^\circ]^{1/2}=0.9653\) Å\(^{-1}\), where \(\langle j_0\rangle=0.9467\) and \(\langle j_2\rangle=0.0211\). Then \(F=0.9467+\tfrac43\times0.0211=0.9748\), and the area of the line from (8) is
\[
0.29141\times0.8928\times\big(\tfrac37\times0.9748\big)^2\times1.8817=0.0854\ \text{barn/sr}.
\]
With \(F_1=0.9805\) it is 0.0864 barn/sr, and the operator (3) evaluated by quadrature in the \(j=5/2\) space and averaged over directions gives the same 0.0864 barn/sr; the dipole value is 1.1 % below this exact in-shell value. The line \(0\to2\) has \(k'/k=0.6886\), \(Q=1.6866\) Å\(^{-1}\), \(F=0.9251\) and \(F_1=0.9411\); the areas are 0.04266 (dipole), 0.04415 (rank 1) and 0.04416 barn/sr (exact). Here the dipole value is 3.4 % below the exact one, close to the leading estimate \(\tfrac8{15}\langle j_2\rangle=\tfrac8{15}\times0.0601=3.2\) %. The elastic line has 0.0990 barn/sr in the dipole approximation and 0.0999 barn/sr exactly.

The gain line \(2\to0\) has \(k'/k=1.2352\), \(Q=1.4970\) Å\(^{-1}\) and \(F=0.9405\), so (14) gives the raw gain-to-loss ratio
\[
0.04732\times\frac{1.2352}{0.6886}\times\Big(\frac{0.9405}{0.9251}\Big)^2=0.0877,
\]
nearly twice the Boltzmann factor 0.0473 that holds in \(\mathcal S\); for the pair 0,1 the raw ratio is 0.376 against 0.308. Dividing each of the seven exact line areas by its own \(b^2(k'/k)(gF/2)^2\) and adding gives 5.930, which is 1.7 % above 35/6, because \(F<F_1\) at every line. The same reduction with \(F_1\) gives 5.8339, above 35/6 by 0.01 %, the positive remainder left by ranks 3 and 5. The program that computes these numbers and makes the tests mentioned follows with its output.

## Table of computed values

```
gamma = 1.91304, r0 = 2.81794 fm, mn/mp = 1.001378
(gamma r0)^2 = 0.29061 barn, b = 5.3983 fm, b^2 = 0.29141 barn
kB = 0.086173 meV/K, hbar^2/2mn = 2.07212 meV A^2
g = 0.857143, tau = -0.228571, usual c2 = 1.333333, rank-1 c2 = 1.600000
zeta = 8.0 1/A, <r^2> = 0.35156 A^2
<(L+2S)^2> = 7.00000, g^2 J(J+1) = 6.42857, intermultiplet share = 0.0816
cubic B40 = 0.05 meV: gap 18.000 meV, elastic 1.38889, inelastic 4.44444
B20, B40, B44 = 1.0, 0.05, 0.2 meV; half gap 12.000 meV, mixing 5.3666 meV
levels (meV): [ 0.     10.1453 26.2907]  (K): [  0.  117.7 305.1]
a^2 = 0.04356, b'^2 = 0.95644; T->0 weights [1.44951 2.55049 1.83333] sum 5.83333
(2/3)J(J+1) = 5.83333; Q->0 total 0.31223 barn/sr = 3.9236 barn
T = 10 K, kT = 0.8617 meV, doublet populations [9.9999e-01 1.0000e-05 0.0000e+00]
  powder weights from level 0: [1.44949 2.55047 1.83332]
  powder weights from level 1: [2.e-05 2.e-05 0.e+00]
  powder weights from level 2: [0. 0. 0.]
  elastic 1.44952, loss 4.38380, gain 0.00002, total 5.83333
  crystal total Q||c 6.32576, Q||a 5.58712; <Jz^2> 2.42424, <Jx^2> 3.16288
  crystal line 0->1: Q||c 3.82571, Q||a 1.91286
T = 100 K, kT = 8.6173 meV, doublet populations [0.73778 0.22731 0.03491]
  powder weights from level 0: [1.06941 1.8817  1.35259]
  powder weights from level 1: [0.57976 0.71982 0.02641]
  powder weights from level 2: [0.064   0.00406 0.13558]
  elastic 1.92482, loss 3.26070, gain 0.64781, total 5.83333
  crystal total Q||c 6.69251, Q||a 5.40375; <Jz^2> 2.05749, <Jx^2> 3.34625
  crystal line 0->1: Q||c 2.82255, Q||a 1.41128
error ratio Q=0.4 vs 0.2 1/A, line 0->1: rank-1 F 15.96, usual F 3.97
same ratio, crystal, rank-1 F, largest term: 3.98
E = 50.0 meV, 2theta = 10.0 deg, T = 100 K, k = 4.9122 1/A
line  w(meV) k'/k Q(1/A) j0 j2 F F1 | dipole, rank-1, exact (barn/sr)
elas   0.000 1.0000 0.8563 0.9578 0.0167 0.9801 0.9846 | 0.09897 0.09988 0.09988
0->1  10.145 0.8928 0.9653 0.9467 0.0211 0.9748 0.9805 | 0.08545 0.08644 0.08644
1->0 -10.145 1.0968 1.0149 0.9412 0.0232 0.9722 0.9784 | 0.03217 0.03258 0.03258
0->2  26.291 0.6886 1.6866 0.8450 0.0601 0.9251 0.9411 | 0.04266 0.04415 0.04416
2->0 -26.291 1.2352 1.4970 0.8760 0.0484 0.9405 0.9534 | 0.00374 0.00385 0.00385
1->2  16.145 0.8229 1.1664 0.9230 0.0303 0.9635 0.9715 | 0.00108 0.00110 0.00110
2->1 -16.145 1.1502 1.1779 0.9215 0.0309 0.9627 0.9710 | 0.00023 0.00024 0.00024
gain/loss 0,1: in S 0.30810, Boltzmann 0.30810, raw 0.37646
gain/loss 0,2: in S 0.04732, Boltzmann 0.04732, raw 0.08773
gain/loss 1,2: in S 0.15357, Boltzmann 0.15357, raw 0.21434
sum recovered from exact lines: with usual F 5.9302, with rank-1 F 5.8339
sigma = 1 meV at 100 K: shift 0.1160 meV, factor 1.00676
```
